# Third-Order Energy of the Quartic Oscillator from the First-Order Wave Function

## Problem

A particle in one dimension has the Hamiltonian

$$H=H_0+\lambda V,\qquad H_0=\frac{p^2}{2}+\frac{x^2}{2},\qquad V=x^4,\qquad \lambda\ge 0 .$$

The units are $\hbar=m=\omega=1$, so energies are in $\hbar\omega$ and $\lambda$ is in $m^2\omega^3/\hbar$. The unperturbed ground state is $\psi_0=\pi^{-1/4}e^{-x^2/2}$, with $E_0=1/2$. Write

$$E=E_0+\lambda E_1+\lambda^2E_2+\lambda^3E_3+\dots,\qquad \psi=\psi_0+\lambda\psi_1+\lambda^2\psi_2+\dots,$$

where $E_k$ is the coefficient of $\lambda^k$, not a $k$-th derivative. All functions are real, and $\langle\psi_0|\psi_k\rangle=0$ for $k\ge1$. The series is used as an expansion for $\lambda\to0^+$; its convergence is not assumed.

(a) Estimate $E_1$, $E_2$ and $E_3$ by scaling.

(b) Find $\psi_1$ as a polynomial times $\psi_0$.

(c) Obtain $E_1$, $E_2$ and $E_3$ without calculating $\psi_2$, and explain why this is possible.

(d) Compare the estimate with the solution, and find out how useful the series is at $\lambda=0.01$ and $\lambda=0.1$.

## A first estimate by scaling

Describe the state by one number, its mean square size $u=\langle x^2\rangle$. The uncertainty relation gives $\langle p^2\rangle\ge1/(4u)$. Take this minimum, and replace $\langle x^4\rangle$ by $u^2$. The energy becomes

$$e(u)=\frac{1}{8u}+\frac u2+\lambda u^2 .$$

At $\lambda=0$ the minimum is at $u=1/2$. Put $u=1/2+\eta$. Since

$$\frac1{8u}=\frac14\,\frac1{1+2\eta}=\frac14-\frac\eta2+\eta^2-2\eta^3+\dots,$$

the terms linear in $\eta$ cancel between the kinetic and harmonic energies, leaving

$$e=\frac12+\eta^2-2\eta^3+\dots+\lambda\left(\frac14+\eta+\eta^2\right).$$

To leading order, stationarity requires $2\eta+\lambda=0$, so $\eta=-\lambda/2$: the quartic wall compresses the state. The next correction to $\eta$ is of order $\lambda^2$. At $\eta=-\lambda/2$ the slope $de/d\eta$ is also of order $\lambda^2$, so that correction changes $e$ only at order $\lambda^4$. The first-order size therefore suffices through third order:

$$e=\frac12+\frac\lambda4+\lambda^2\left(\frac14-\frac12\right)+\lambda^3\left(\frac14+\frac14\right)+\dots$$

The estimates are $E_1\approx1/4$, $E_2\approx-1/4$ and $E_3\approx1/2$.

## Exact solution

### The first-order wave function

Collecting powers of $\lambda$ in $H\psi=E\psi$ gives

$$(H_0-E_0)\psi_1=-(V-E_1)\psi_0,\tag{1}$$

$$(H_0-E_0)\psi_2=-(V-E_1)\psi_1+E_2\psi_0,\tag{2}$$

$$(H_0-E_0)\psi_3=-(V-E_1)\psi_2+E_2\psi_1+E_3\psi_0.\tag{3}$$

Projection on $\psi_0$ removes each left side, because $H_0$ is Hermitian and $(H_0-E_0)\psi_0=0$. With the chosen orthogonality,

$$E_1=\langle\psi_0|V|\psi_0\rangle,\quad E_2=\langle\psi_0|V|\psi_1\rangle,\quad E_3=\langle\psi_0|V|\psi_2\rangle.$$

Let $\langle f\rangle$ denote the mean of $f(x)$ in $\psi_0$, whose density is $e^{-x^2}/\sqrt\pi$. Integration by parts gives $\langle x^{n+2}\rangle=\frac{n+1}{2}\langle x^n\rangle$. Starting from $\langle1\rangle=1$,

$$\langle x^2\rangle=\frac12,\quad\langle x^4\rangle=\frac34,\quad\langle x^6\rangle=\frac{15}8,$$

$$\langle x^8\rangle=\frac{105}{16},\quad\langle x^{10}\rangle=\frac{945}{32},\quad\langle x^{12}\rangle=\frac{10395}{64}.$$

Thus $E_1=3/4$.

Now set $\psi_1=P\psi_0$. Since $\psi_0'=-x\psi_0$ and $\psi_0''=(x^2-1)\psi_0$,

$$(P\psi_0)''=\left[P''-2xP'+(x^2-1)P\right]\psi_0 .$$

Multiply by $-1/2$ and add $(x^2/2-1/2)P\psi_0$. The terms in undifferentiated $P$ cancel:

$$(H_0-E_0)(P\psi_0)=\left(xP'-\frac12P''\right)\psi_0 .$$

Equation (1) is therefore

$$xP'-\frac12P''=\frac34-x^4 .$$

The right side is even and of degree four, so try $P=ax^4+bx^2+c$. Then $xP'=4ax^4+2bx^2$ and $-P''/2=-6ax^2-b$. Matching powers gives

$$4a=-1,\qquad 2b-6a=0,\qquad -b=\frac34 .$$

The first two equations give $a=-1/4$ and $b=3a=-3/4$. The third is then satisfied, which it would not be with another value of $E_1$. Orthogonality fixes the constant:

$$0=\langle P\rangle=\frac34a+\frac12b+c=-\frac3{16}-\frac38+c,\qquad c=\frac9{16}.$$

Hence

$$\boxed{\psi_1=\left(-\frac{x^4}4-\frac{3x^2}4+\frac9{16}\right)\psi_0}.$$

This is the only normalizable solution. Two solutions could differ only by a multiple of the nondegenerate state $\psi_0$, and orthogonality excludes that.

The correction is positive at the centre and negative far out, as expected for a steeper wall. At distances where $\lambda x^4/4$ is no longer small, $\lambda\psi_1$ is not a small correction to $\psi_0$. For small $\lambda$ this happens deep in the Gaussian tail, where it has little weight in the low-order energies.

### Second order and its variational form

The second-order energy is

$$E_2=\langle x^4P\rangle=-\frac14\cdot\frac{105}{16}-\frac34\cdot\frac{15}8+\frac9{16}\cdot\frac34 .$$

Over the denominator 64 this is

$$E_2=\frac{-105-90+27}{64}=-\frac{168}{64}=-\frac{21}8 .$$

The same energy is the minimum of the functional

$$J[\phi]=\langle\phi|H_0-E_0|\phi\rangle+2\langle\phi|V-E_1|\psi_0\rangle .$$

To see this, put $\phi=\psi_1+\eta$, where $\eta(x)$ is now an error in the wave function. The terms linear in $\eta$ are

$$2\langle\eta|H_0-E_0|\psi_1\rangle+2\langle\eta|V-E_1|\psi_0\rangle=0$$

by equation (1). The same equation gives $\langle\psi_1|H_0-E_0|\psi_1\rangle=-\langle\psi_1|V-E_1|\psi_0\rangle=-E_2$, so $J[\psi_1]=-E_2+2E_2=E_2$. Therefore

$$J[\psi_1+\eta]=E_2+\langle\eta|H_0-E_0|\eta\rangle\ge E_2,$$

because $E_0$ is the lowest eigenvalue of $H_0$. An error in $\psi_1$ enters this value of $E_2$ quadratically.

### Third order without the second-order wave function

Project equation (1) on $\psi_2$:

$$\langle\psi_2|H_0-E_0|\psi_1\rangle=-\langle\psi_2|V-E_1|\psi_0\rangle=-E_3 .$$

Project equation (2) on $\psi_1$:

$$\langle\psi_1|H_0-E_0|\psi_2\rangle=-\langle\psi_1|V-E_1|\psi_1\rangle ,$$

where the term in $E_2$ vanished by orthogonality. The left sides are equal because $H_0$ is Hermitian and the functions are real. Thus

$$E_3=\langle\psi_1|V-E_1|\psi_1\rangle=\langle x^4P^2\rangle-E_1\langle P^2\rangle .$$

Squaring the polynomial gives

$$P^2=\frac{x^8}{16}+\frac{3x^6}8+\frac{9x^4}{32}-\frac{27x^2}{32}+\frac{81}{256}.$$

The coefficient of $x^4$ is $b^2+2ac=9/16-9/32$. Inserting the moments,

$$\langle P^2\rangle=\frac{105+180+54-108+81}{256}=\frac{39}{32},$$

$$\langle x^4P^2\rangle=\frac{10395+11340+1890-1620+243}{1024}=\frac{2781}{128}.$$

The result is

$$E_3=\frac{2781}{128}-\frac34\cdot\frac{39}{32}=\frac{2781-117}{128}=\frac{333}{16}.$$

So

$$\boxed{E_1=\frac34,\qquad E_2=-\frac{21}8,\qquad E_3=\frac{333}{16}}.$$

The constant $c$ matters here. Without it the function is $\tilde\psi_1=\psi_1+s\psi_0$, with $s=-9/16$. Since $\langle\psi_0|V-E_1|\psi_0\rangle=0$ and $\langle\psi_0|V-E_1|\psi_1\rangle=E_2$,

$$\langle\tilde\psi_1|V-E_1|\tilde\psi_1\rangle=E_3+2sE_2=\frac{333}{16}+\frac{189}{64}=\frac{1521}{64}.$$

This is about 14% above $E_3$; subtracting $2sE_2$ restores the correct value. In contrast, $J[\tilde\psi_1]=E_2$, because $(H_0-E_0)\psi_0=0$.

### Why the first-order function is enough

Use $\chi=\psi_0+\lambda\psi_1$ as a trial function for the full Hamiltonian. Its energy is

$$R=\frac{\langle\chi|H|\chi\rangle}{\langle\chi|\chi\rangle}=E_0+\lambda E_1+\frac{\lambda^2E_2+\lambda^3E_3}{1+\lambda^2\langle P^2\rangle}.$$

The numerator of the fraction is $\langle\chi|(H_0-E_0)+\lambda(V-E_1)|\chi\rangle$. Its $\lambda^2$ coefficient is $J[\psi_1]=E_2$, its $\lambda^3$ coefficient is $\langle\psi_1|V-E_1|\psi_1\rangle=E_3$, and its lower-order terms vanish.

Write the true ground state as $\psi=\chi+\delta$, where $\delta=\lambda^2\psi_2+\dots$. Because $(H-E)\psi=0$,

$$R-E=\frac{\langle\delta|H-E|\delta\rangle}{\langle\chi|\chi\rangle}=O(\lambda^4).$$

The trial energy is therefore correct through $\lambda^3$. More generally, if the wave function is known through order $n$, then $\delta=O(\lambda^{n+1})$ and the energy error is $O(\lambda^{2n+2})$. The energy is known through order $2n+1$, which is the $2n+1$ theorem. The scaling estimate had the same structure, with the size $u$ in place of the wave function.

Density functional perturbation theory uses the same stationarity for the Kohn–Sham energy. There the orbitals must stay orthonormal, and the density dependence of the energy adds terms that are absent from this one-particle problem.

## Comparison

The scaling estimate has the right signs but is too small in magnitude, by factors of 3, 10.5 and about 42 in the three orders. Much of this comes from replacing $\langle x^4\rangle$ by $u^2$. A Gaussian of mean square size $u$ has $\langle x^4\rangle=3u^2$ and kinetic energy $1/(8u)$. Using it changes $\lambda$ to $3\lambda$ in the estimate, which multiplies the coefficients by 3, 9 and 27:

$$\frac34,\qquad-\frac94,\qquad\frac{27}2 .$$

The first is now correct. The other two are smaller in magnitude than the exact values by about 14% and 35%. What remains is a change of shape. To first order, changing the width of a normalized Gaussian adds a multiple of $(x^2-1/2)\psi_0$, whereas the exact $\psi_1$ also contains $x^4\psi_0$.

To judge the series itself, the lowest eigenvalue of $H$ was computed by diagonalizing its matrix in the 30 lowest even oscillator states. At $\lambda=0.01$ the third-order sum is

$$0.5+0.0075-0.0002625+0.0000208=0.507258,$$

while diagonalization gives $0.507256$. The difference, $2.1\times10^{-6}$, is about 0.03% of the energy shift $E-E_0$.

At $\lambda=0.1$ the sum is

$$0.5+0.075-0.02625+0.02081=0.56956,$$

against $0.55915$ from diagonalization. The error is $0.0104$, about 18% of the shift. The second-order sum, $0.54875$, is too low by nearly the same amount, so the third-order term brings no improvement. The third-order term, $0.0208$, is about twice the error of the second-order sum, so it overshoots by as much as it corrects. The third term is $|E_3\lambda/E_2|\approx7.9\lambda$ times the second in magnitude, which is 0.08 at the smaller coupling and 0.8 at the larger. At $\lambda=0.1$ the decrease ends there: the next coefficient is $E_4=-30885/128\approx-241$, so the fourth term, $-0.0241$, is larger in magnitude than the third, and the fourth-order sum, with an error of $-0.0137$, is worse than the second- and third-order sums.

The trial energy $R$ is an upper bound at both couplings, but it is no more accurate here: its errors are $2.1\times10^{-6}$ and $0.0105$. A pure $\lambda^4$ law would make the second error $10^4$ times the first. The actual factor is about 4900, so higher powers already matter at $\lambda=0.1$. The $2n+1$ theorem fixes the order of the error in $\lambda$; it does not make the error small at a given coupling.
